# Estimating the saturation velocity of silicon from phonon emission: a program that tests the result

```python
"""Saturation velocity of electrons in Si from field heating against phonons.
Result under test (high-field limit, parabolic band):
    v_sat = sqrt(8 E_p / (3 pi m_c S)),   S = 2 N + 1 + a
E_p phonon energy, N its Bose occupation, m_c conductivity mass,
a = elastic / spontaneous-phonon scattering strength.
The independent road is a Monte Carlo simulation of flights and collisions.
Every rate follows the final density of states; W0 is the spontaneous rate
when the final energy equals E_p. Kane band: E (1 + alpha E) = q^2 / 2,
where q is momentum divided by the square root of the mass.
"""
import numpy as np
from scipy import constants as sc

eV, kB, m0 = sc.e, sc.k, sc.m_e
E_p = 0.063 * eV
W0 = 1.0e13
W_elastic = 4.0e12
alpha_si = 0.5 / eV
m_l, m_t = 0.92 * m0, 0.19 * m0
m_c = 3 / (1 / m_l + 2 / m_t)
gap = 1.12 * eV
KV_CM = 1.0e5      # V/m in one kV/cm
CM7 = 1.0e5        # m/s in 1e7 cm/s


def bose(T, energy=E_p):
    return 1 / np.expm1(energy / (kB * T))


def v_formula(T, a=0.0, energy=E_p, mass=m_c):
    S = 2 * bose(T, energy) + 1 + a
    return np.sqrt(8 * energy / (3 * np.pi * mass * S))


def free_path(T, a=0.0):
    return np.sqrt(2 * E_p / m_c) / (W0 * (2 * bose(T) + 1 + a))


def hot_kT(field, T, a=0.0):
    S = 2 * bose(T) + 1 + a
    return (sc.e * field * free_path(T, a))**2 * S / (3 * E_p)


def simulate(field, T=300.0, elastic=0.0, alpha=0.0, masses=(m_c,),
             burn=500, steps=1200, n=4000, seed=1):
    """Constant-total-rate Monte Carlo; sampling just before each event
    gives time averages. A phonon collision redraws the valley."""
    rng = np.random.default_rng(seed)
    N = bose(T)
    kT_start = hot_kT(field, T, elastic / W0)
    E_max = 1.5 * eV if alpha > 0 else 12 * kT_start + 10 * E_p

    def dos(E):
        E = np.maximum(E, 0)
        return np.sqrt(E * (1 + alpha * E) / E_p) * (1 + 2 * alpha * E)

    total = (W0 * ((N + 1) * dos(E_max - E_p) + N * dos(E_max + E_p))
             + elastic * dos(E_max))
    inv_root = 1 / np.sqrt(np.array(masses))
    s = inv_root[rng.integers(len(masses), size=n)]
    E = np.full(n, 1.5 * kT_start)
    q2 = 2 * E * (1 + alpha * E)
    c = 2 * rng.random(n) - 1
    qz, qperp2 = np.sqrt(q2) * c, q2 * (1 - c**2)
    sums = np.zeros(7)
    for step in range(burn + steps):
        qz = qz + sc.e * field * s * rng.exponential(1 / total, n)
        g = (qz**2 + qperp2) / 2
        E = 2 * g / (1 + np.sqrt(1 + 4 * alpha * g))
        r_emit = W0 * (N + 1) * dos(E - E_p)
        r_phonon = r_emit + W0 * N * dos(E + E_p)
        r_all = r_phonon + elastic * dos(E)
        pick = total * rng.random(n)
        emit = pick < r_emit
        phonon = pick < r_phonon
        hit = pick < r_all
        absorb = phonon & ~emit
        if step >= burn:
            v = qz * s / (1 + 2 * alpha * E)
            sums += [v.mean(), E.mean(), (E**2).mean(),
                     total * (emit.mean() - absorb.mean()),
                     total * hit.mean(), (E > gap).mean(),
                     (r_all > total).mean()]
        E_new = np.maximum(E + E_p * absorb - E_p * emit, 0)
        q2 = 2 * E_new * (1 + alpha * E_new)
        c = 2 * rng.random(n) - 1
        qz = np.where(hit, np.sqrt(q2) * c, qz)
        qperp2 = np.where(hit, q2 * (1 - c**2), qperp2)
        if len(masses) > 1:
            new_s = inv_root[rng.integers(len(masses), size=n)]
            s = np.where(phonon, new_s, s)
    names = ("v", "E", "E2", "net_rate", "rate", "above_gap", "over")
    out = dict(zip(names, sums / steps))
    assert out["over"] < 1e-3
    # Steady state: the net phonon power must equal the field power.
    out["power_ratio"] = E_p * out["net_rate"] / (sc.e * field * out["v"])
    assert abs(out["power_ratio"] - 1) < 0.03
    return out


T, F = 300.0, 100 * KV_CM
a_el = W_elastic / W0

# High-field limit: residual tolerance covers finite field and sampling noise.
F_limit = 300 * KV_CM
limit = simulate(F_limit, burn=1200, steps=1500, seed=2)
limit_hot = simulate(F_limit, T=600.0, burn=1200, steps=1500, seed=3)
limit_el = simulate(F_limit, elastic=W_elastic, burn=1200, steps=1500, seed=4)
assert abs(limit["v"] / v_formula(T) - 1) < 0.05
assert abs(limit_hot["v"] / v_formula(600.0) - 1) < 0.06
assert abs(limit_el["v"] / v_formula(T, a_el) - 1) < 0.06
assert abs(limit["E"] / (1.5 * hot_kT(F_limit, T)) - 1) < 0.10
moment = limit["E2"] / limit["E"]**2
assert abs(moment / (5 / 3) - 1) < 0.08

# Example field, and the neglected effects one at a time and together.
valleys = (m_l, m_t, m_t)
half = simulate(F / 2, seed=5)
base = simulate(F, seed=6)
with_el = simulate(F, elastic=W_elastic, seed=7)
with_aniso = simulate(F, masses=valleys, seed=8)
with_kane = simulate(F, alpha=alpha_si, seed=9)
full = simulate(F, elastic=W_elastic, alpha=alpha_si, masses=valleys, seed=10)
full_half = simulate(F / 2, elastic=W_elastic, alpha=alpha_si,
                     masses=valleys, seed=11)
assert abs(base["v"] / limit["v"] - 1) < 0.15
assert abs(limit["rate"] / base["rate"] / 3 - 1) < 0.12
assert with_el["v"] < 0.97 * base["v"]
assert with_kane["v"] < 0.97 * base["v"]
assert abs(with_aniso["v"] / base["v"] - 1) < 0.15
assert full["v"] < base["v"] and 0.5 < full["v"] / CM7 < 2.0

v_simple = np.sqrt(E_p / m_c)
v_occupied = v_simple / np.sqrt(2 * bose(T) + 1)
m_dos = (m_l * m_t**2)**(1 / 3)
N_c = 12 * (m_dos * kB * T / (2 * np.pi * sc.hbar**2))**1.5 * 1e-6
doping = 1e16


def show(label, value, unit, fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


V = "1e7 cm/s"
print("INPUTS (rough typical Si values)")
show("phonon energy", E_p / eV * 1e3, "meV", ".1f")
show("lattice temperature", T, "K", ".0f")
show("field", F / KV_CM, "kV/cm", ".0f")
show("longitudinal mass", m_l / m0, "m0", ".2f")
show("transverse mass", m_t / m0, "m0", ".2f")
show("spontaneous rate W0", W0, "1/s", ".1e")
show("elastic strength", W_elastic, "1/s", ".1e")
show("Kane alpha", alpha_si * eV, "1/eV", ".2f")
print("ESTIMATE")
show("conductivity mass", m_c / m0, "m0", ".4f")
show("phonon occupation N", bose(T), "", ".4f")
show("2N+1", 2 * bose(T) + 1, "", ".4f")
show("one-line balance sqrt(E_p/m_c)", v_simple / CM7, V)
show("with phonon absorption", v_occupied / CM7, V)
show("with Maxwellian average, v_sat", v_formula(T) / CM7, V)
show("v_sat in SI", v_formula(T), "m/s", ".3e")
show("same formula, free mass (coincidence)",
     v_formula(T, mass=m0) / CM7, V)
show("free path, no elastic scattering", free_path(T) * 1e9, "nm", ".1f")
show("predicted kT_e at example field", hot_kT(F, T) / eV, "eV")
print("HIGH-FIELD LIMIT TESTS (parabolic model, 300 kV/cm)")
show("simulated v, 300 K", limit["v"] / CM7, V)
show("simulated v, 600 K", limit_hot["v"] / CM7, V)
show("formula v, 600 K", v_formula(600.0) / CM7, V)
show("simulated v with elastic scattering", limit_el["v"] / CM7, V)
show("formula v with elastic scattering", v_formula(T, a_el) / CM7, V)
show("simulated mean energy", limit["E"] / eV, "eV")
show("predicted mean energy", 1.5 * hot_kT(F_limit, T) / eV, "eV")
show("<E^2>/<E>^2 (Maxwellian 5/3)", moment, "")
show("scattering-rate ratio, 300 to 100 kV/cm",
     limit["rate"] / base["rate"], "")
print("SIMULATED EXAMPLE AND NEGLECTED EFFECTS")
show("parabolic, 50 kV/cm", half["v"] / CM7, V)
show("parabolic, 100 kV/cm", base["v"] / CM7, V)
show("phonon power / field power", base["power_ratio"], "", ".4f")
show("plus elastic scattering only", with_el["v"] / CM7, V)
show("plus [100] valley anisotropy only", with_aniso["v"] / CM7, V)
show("plus non-parabolicity only", with_kane["v"] / CM7, V)
show("all three, 50 kV/cm", full_half["v"] / CM7, V)
show("all three, 100 kV/cm", full["v"] / CM7, V)
show("formula v with 50 meV phonons",
     v_formula(T, energy=0.050 * eV) / CM7, V)
show("formula v at 400 K", v_formula(400.0) / CM7, V)
show("mean energy, parabolic", base["E"] / eV, "eV")
show("mean energy, all three", full["E"] / eV, "eV")
show("fraction above 1.12 eV, parabolic", base["above_gap"], "", ".2e")
show("fraction above 1.12 eV, all three", full["above_gap"], "", ".2e")
show("heating length <E>/(eF), all three",
     full["E"] / (sc.e * F) * 1e9, "nm", ".1f")
show("electron density / N_c at 1e16 cm^-3", doping / N_c, "", ".1e")
print("all good")
```

Printed output:

```
INPUTS (rough typical Si values)
phonon energy: 63.0 meV
lattice temperature: 300 K
field: 100 kV/cm
longitudinal mass: 0.92 m0
transverse mass: 0.19 m0
spontaneous rate W0: 1.0e+13 1/s
elastic strength: 4.0e+12 1/s
Kane alpha: 0.50 1/eV
ESTIMATE
conductivity mass: 0.2583 m0
phonon occupation N: 0.0958
2N+1: 1.1916
one-line balance sqrt(E_p/m_c): 2.071 1e7 cm/s
with phonon absorption: 1.897 1e7 cm/s
with Maxwellian average, v_sat: 1.748 1e7 cm/s
v_sat in SI: 1.748e+05 m/s
same formula, free mass (coincidence): 0.888 1e7 cm/s
free path, no elastic scattering: 24.6 nm
predicted kT_e at example field: 0.381 eV
HIGH-FIELD LIMIT TESTS (parabolic model, 300 kV/cm)
simulated v, 300 K: 1.736 1e7 cm/s
simulated v, 600 K: 1.391 1e7 cm/s
formula v, 600 K: 1.407 1e7 cm/s
simulated v with elastic scattering: 1.511 1e7 cm/s
formula v with elastic scattering: 1.512 1e7 cm/s
simulated mean energy: 5.236 eV
predicted mean energy: 5.142 eV
<E^2>/<E>^2 (Maxwellian 5/3): 1.682
scattering-rate ratio, 300 to 100 kV/cm: 3.020
SIMULATED EXAMPLE AND NEGLECTED EFFECTS
parabolic, 50 kV/cm: 1.561 1e7 cm/s
parabolic, 100 kV/cm: 1.686 1e7 cm/s
phonon power / field power: 0.9989
plus elastic scattering only: 1.433 1e7 cm/s
plus [100] valley anisotropy only: 1.649 1e7 cm/s
plus non-parabolicity only: 1.331 1e7 cm/s
all three, 50 kV/cm: 1.001 1e7 cm/s
all three, 100 kV/cm: 1.081 1e7 cm/s
formula v with 50 meV phonons: 1.470 1e7 cm/s
formula v at 400 K: 1.622 1e7 cm/s
mean energy, parabolic: 0.651 eV
mean energy, all three: 0.222 eV
fraction above 1.12 eV, parabolic: 1.64e-01
fraction above 1.12 eV, all three: 1.08e-05
heating length <E>/(eF), all three: 22.2 nm
electron density / N_c at 1e16 cm^-3: 3.6e-04
all good
```
